# Regularised fluorine depth profiles from angle-resolved photoemission

Take a fluorocarbon film 2.5 nm thick, measure its fluorine photoemission at fourteen angles with one percent noise, divide the first 6 nm into twelve layers, and solve for the layer densities by least squares. In one such synthetic experiment the layer centred at 3.25 nm, which holds 3.3 fluorine atoms per nm³, is reported to hold $2.5\times10^{18}$. The next layer down comes out at $-2.3\times10^{18}$. The equations are solved correctly; the request is at fault. What follows finds which part of the request the data cannot answer, and what must be added in its place.

## What the angles measure

Let $c(z)$ be the fluorine density at depth $z$ and $\theta$ the emission angle from the surface normal. Assume a laterally uniform film, straight electron paths and one attenuation length $\lambda$. An electron from depth $z$ travels $z/\cos\theta$, so the intensity is

$$I(\theta)=K(\theta)\int_0^\infty c(z)\,e^{-pz}\,dz,\qquad p=\frac{1}{\lambda\cos\theta}.$$

The factor $K(\theta)$ contains the viewed area and the analyser transmission. A thick uniform reference of density $c_r$, with the same $\lambda$, gives $I_r=K(\theta)c_r/p$. Therefore

$$b(\theta)=c_r\frac{I}{I_r}=p\int_0^\infty c(z)\,e^{-pz}\,dz ,$$

and $K$ has cancelled. The signal $b$ is a weighted mean density, in nm⁻³, with mean sampling depth $1/p=\lambda\cos\theta$.

The example uses

$$c(z)=\frac{c_0}{1+e^{(z-d)/w}},$$

with $c_0=40$ nm⁻³, $d=2.5$ nm, $w=0.3$ nm and $\lambda=2.5$ nm. A sharp edge would give $40(1-e^{-1})=25.3$ nm⁻³ at normal emission; the rounded edge gives 24.9. At 65° the signal is 35.7, because the mean sampling depth is then only 1.06 nm, well inside the film.

## Why detail disappears

Consider a density modulated in the logarithm of depth, $c_0[1+\cos(\omega\ln(z/z_0))]$. Its response follows from the complex modulation $z^{i\omega}$. With $t=pz$,

$$p\int_0^\infty z^{i\omega}e^{-pz}dz=p^{-i\omega}\int_0^\infty t^{i\omega}e^{-t}dt=p^{-i\omega}\,\Gamma(1+i\omega).$$

The factor $p^{-i\omega}$ has modulus one, so the modulation survives with relative amplitude $|\Gamma(1+i\omega)|$. Since $\Gamma(1+i\omega)=i\omega\,\Gamma(i\omega)$, the reflection formula $\Gamma(s)\Gamma(1-s)=\pi/\sin\pi s$ at $s=i\omega$ gives

$$|\Gamma(1+i\omega)|^2=i\omega\,\Gamma(i\omega)\Gamma(1-i\omega)=\frac{i\omega\pi}{i\sinh\pi\omega}=\frac{\pi\omega}{\sinh\pi\omega}.$$

For large $\omega$ the amplitude is close to $\sqrt{2\pi\omega}\,e^{-\pi\omega/2}$. It falls to one percent at $\omega=3.95$, where one period spans a depth factor $e^{2\pi/\omega}=4.9$. A finer modulation, even one that takes the density down to zero, changes a single reading by less than the noise. Combining readings helps somewhat, but their sampling depths cover only the range from 2.5 nm to $2.5\cos65^\circ=1.06$ nm, a factor of 2.4.

## What least squares does with the loss

For constant density $x_j$ between $z_{j-1}$ and $z_j$, integration gives $b_i=\sum_jA_{ij}x_j$ with

$$A_{ij}=\int_{z_{j-1}}^{z_j}p_ie^{-p_iz}dz=e^{-p_iz_{j-1}}-e^{-p_iz_j}.$$

Assume independent Gaussian errors of standard deviation $\sigma_i=0.01\,b_i$. Dividing each row and reading by $\sigma_i$ gives $y=Mx+\varepsilon$, where $\varepsilon$ has unit covariance. The normal equations $M^TM\hat x=M^Ty$ then yield

$$\hat x-x=(M^TM)^{-1}M^T\varepsilon,\qquad C=(M^TM)^{-1}M^TM(M^TM)^{-1}=(M^TM)^{-1},$$

where $C$ is the error covariance. The root-mean-square (rms) noise per layer is $\sqrt{\mathrm{tr}\,C/n}$. With the total depth held at 6 nm it is:

| Layers | Noise, nm⁻³ |
|---:|---:|
| 2 | 0.90 |
| 3 | 10 |
| 4 | 170 |
| 6 | $1.7\times10^5$ |
| 12 | $1.8\times10^{18}$ |

For four layers, 6000 random noise sets gave 172 nm⁻³ against 173 from the covariance. For twelve layers the inversion was done with 100 digits, so that rounding could not be blamed. Noise-free data computed from the layer averages returned them to within $2\times10^{-62}$ nm⁻³; adding the noise produced the values in the opening paragraph.

The alternating signs also have a cause. A nonzero sum of $k$ exponentials with different exponents has at most $k-1$ real zeros: divide by one exponential, differentiate, and use Rolle's theorem and induction. Hence $\det[e^{-p_iz_j}]$ cannot vanish for $k$ ordered values of $p$ and $k$ ordered depths, and by continuity its sign depends only on $k$. Multiplying rows by positive $p_i/\sigma_i$ and integrating each column over its own layer preserves that sign, so all $k\times k$ minors of $M$ share it. By the Cauchy–Binet formula, each minor of $M^TM$ is a sum of products of two such minors, and is positive. The cofactor formula for the inverse then gives $C_{ij}$ the sign $(-1)^{i+j}$. Errors in neighbouring layers are anticorrelated: too much fluorine in one is hidden by too little in the next.

Two layers would tame the noise, but each would be 3 nm thick and the film edge would lie inside the first. A useful scheme should let the grid be fine without letting it set the noise.

## First repair: forbid negative density

Densities cannot be negative, so minimise $\|Mx-y\|^2$ over $x\ge0$. At the minimum, rescaling $x$ cannot lower the misfit, so $x^TM^T(Mx-y)=0$. Thus

$$\|Mx\|^2=(Mx)^Ty\le\|Mx\|\,\|y\|,\qquad\text{so}\qquad\|Mx\|\le\|y\|.$$

All entries of $M$ and $x$ are nonnegative, so $\|Mx\|\ge x_j\|M_j\|$, where $M_j$ is column $j$. Each density therefore obeys $x_j\le\|y\|/\|M_j\|$. The large cancelling densities are gone.

Finite is not yet useful. With the opening noise set, this fit puts 123 nm⁻³ in the second layer, 42 in the third, 77 in the twelfth and zero elsewhere, including the surface layer, whose true density is 40. Over 150 noise sets the rms layer error is 33 nm⁻³. The constraint limits size but does not say how adjacent layers are related.

## Second repair: charge for steepness

Add a cost for the squared slope. With layer thickness $h$, the slope between neighbours is $(x_{j+1}-x_j)/h$, and each interval contributes its square times $h$:

$$F(x)=\|Mx-y\|^2+\alpha\|Dx\|^2,\qquad \|Dx\|^2=\sum_{j=1}^{n}\frac{(x_{j+1}-x_j)^2}{h},\qquad x\ge0.$$

Setting $x_{n+1}=0$ states that fluorine is absent below 6 nm. The surface density itself carries no charge. As $\|Dx\|^2$ has unit nm⁻⁷, $\alpha$ has unit nm⁷.

The matrix $D$ is triangular with nonzero diagonal, hence invertible. So $H=M^TM+\alpha D^TD$ is positive definite for $\alpha>0$, and $F$ has one minimiser, even with more layers than angles. Let $g=Hx-M^Ty$, half the gradient. At the minimum, raising any $x_j$ must not help, and lowering a positive one must not help either:

$$x_j\ge0,\qquad g_j\ge0,\qquad x_jg_j=0.$$

These conditions are also sufficient. For any $v\ge0$,

$$F(v)-F(x)=2g^T(v-x)+(v-x)^TH(v-x)\ge0,$$

because $g^Tx=0$ and $g^Tv\ge0$.

The following active-set algorithm finds this point:

1. Start with $x=0$ and an empty set $P$ of free layers.
2. Compute $g$. If no layer outside $P$ has $g_j<0$, stop.
3. Add the layer with the most negative $g_j$ to $P$. Minimise $F$ over the layers in $P$ without the sign constraint, keeping the others at zero; call the result $s$.
4. If some $s_k\le0$ in $P$, move from $x$ towards $s$ by the fraction $\min_k x_k/(x_k-s_k)$, taken over those layers. Remove from $P$ the layers that reach zero, recompute $s$, and repeat this step.
5. Set $x=s$ and return to step 2.

In step 3 the new layer enters with $s_j>0$: $F$ can be lowered, and since $g$ vanishes on the older free layers, convexity requires $g_js_j<0$. The first move thus has nonzero length and lowers $F$. Each accepted $x$ is the minimum for its set $P$, so no set recurs, and in exact arithmetic the algorithm ends after finitely many steps.

## How much noise can now pass

Let $u=H^{-1}M^Ty$ be the solution without the sign constraint. Completing the square gives $F(v)=(v-u)^TH(v-u)+\text{const}$, so $x$ is the nonnegative point nearest to $u$ in the norm $\|v\|_H^2=v^THv$. For two data sets, the minimum conditions are

$$(x_1-u_1)^TH(x_2-x_1)\ge0,\qquad(x_2-u_2)^TH(x_1-x_2)\ge0.$$

Write $\Delta x=x_2-x_1$, and likewise for $u$ and $y$. Adding the two lines gives

$$\|\Delta x\|_H^2\le\Delta x^TH\Delta u\le\|\Delta x\|_H\|\Delta u\|_H .$$

Hence $\|\Delta x\|_H\le\|\Delta u\|_H$. Next, $H\Delta u=M^T\Delta y$, so

$$\|\Delta u\|_H^2=(M\Delta u)^T\Delta y\le\|M\Delta u\|\,\|\Delta y\|\le\|\Delta u\|_H\|\Delta y\|.$$

Since $\|\Delta x\|_H^2\ge\lambda_{\min}(H)\|\Delta x\|^2$, the result at fixed $\alpha$ is

$$\boxed{\;\|\Delta x\|\le\frac{\|\Delta y\|}{\sqrt{\lambda_{\min}(H)}}\;}$$

It remains valid when layers switch between zero and positive.

The penalty alone guarantees a floor for $\lambda_{\min}(H)$. The matrix $hD^TD$ takes second differences with reversed sign, $2x_j-x_{j-1}-x_{j+1}$, with $x_0=x_1$ at the surface and $x_{n+1}=0$ at depth. Its eigenvectors are $\cos[(j-\tfrac12)\varphi]$, where $\cos[(n+\tfrac12)\varphi]=0$, with eigenvalues $2-2\cos\varphi$. The smallest $\varphi$ is $\pi/(2n+1)$, so

$$\lambda_{\min}(H)\ge\frac{4\alpha}{h}\sin^2\frac{\pi}{4n+2}.$$

For $\alpha=0.114$ nm⁷, $h=0.5$ nm and $n=12$, the floor limits the gain to 17 nm⁻³ per unit change of scaled data. The full $H$ lowers this bound to 3.7. The corresponding worst gain without regularisation is $6.3\times10^{18}$. Among 40 further noise sets compared with the first at this $\alpha$, the largest change reached 0.30 of the bound.

## Choosing the price of steepness

Write $\Phi=\|Mx-y\|^2$ and $R=\|Dx\|^2$ at the minimum. For $\alpha_1<\alpha_2$, each solution is best at its own weight:

$$\Phi_1+\alpha_1R_1\le\Phi_2+\alpha_1R_2,\qquad \Phi_2+\alpha_2R_2\le\Phi_1+\alpha_2R_1.$$

Adding gives $(\alpha_2-\alpha_1)(R_2-R_1)\le0$, so $R_2\le R_1$; the first inequality then gives $\Phi_1\le\Phi_2$. More smoothing never improves the fit. As $\alpha\to0$, $\Phi$ tends to $\Phi_{\min}$, the best nonnegative misfit. As $\alpha\to\infty$, $x\to0$ and $\Phi\to\|y\|^2$, here about $14\times100^2=1.4\times10^5$.

A fixed target such as $\Phi=14$, one per reading, has no solution when noise makes $\Phi_{\min}$ larger. I instead require $\Phi=\Phi_{\min}+3$, which continuity guarantees can be met here. The result is the smoothest nonnegative profile within that misfit: if $\Phi(v)\le\Phi(x)$ for some $v\ge0$, then $F(x)\le F(v)$ implies $\|Dx\|\le\|Dv\|$.

The allowance of 3 is a choice. In the synthetic experiments the misfit of the true layer averages exceeded $\Phi_{\min}$ by 3.85 on average, so the choice is of the right size. The total error depends on it only mildly: in 70 further noise sets, allowances of 2, 3 and 6 gave rms layer errors of 5.3 to 5.5 nm⁻³, and an allowance of 1 gave 6.0. The split of that error does depend on it. From an allowance of 1 to one of 6, the bias rose from 3.7 to 5.4 nm⁻³, the scatter fell from 4.8 to 1.1, the mean dose rose from about 104.5 to 109 nm⁻² and the mean depth from 1.50 to 1.65 nm.

## What is recovered, and what is not

For both the nonnegative fit and the regularised inversion, the data were computed from the continuous profile. Replacing it by layer averages changes the signal by at most 0.24%, below the noise. With the opening noise set, some layers read, in nm⁻³:

| Depth, nm | True | Tikhonov |
|---:|---:|---:|
| 0.25 | 40.0 | 42.7 |
| 1.25 | 39.3 | 34.1 |
| 2.25 | 27.5 | 22.8 |
| 3.25 | 3.3 | 13.2 |
| 4.25 | 0.1 | 6.3 |

The film is recognisable, but its edge is not resolved. Over 150 noise sets the rms error is 5.3 nm⁻³, made of a bias of 4.6 and a scatter of 2.5, which add in quadrature. The scatter is itself uncertain: three other groups of 100 noise sets gave 1.6 to 1.9, with a bias of 4.5 to 5.1. Repeating the measurement reveals the scatter but not the larger part of the error. At 3.25 nm the mean estimate is 11.1 with scatter 3.2, while the truth is 3.3.

The bias can be traced to the charge for steepness. The true slope satisfies $-c'=c(1-c/c_0)/w$, so, neglecting the tiny part cut off at the surface,

$$\int(c')^2dz=\int_0^{c_0}\frac{c}{w}\left(1-\frac{c}{c_0}\right)dc=\frac{c_0^2}{6w}=\frac{1600}{1.8}\approx890\ \mathrm{nm}^{-7}.$$

Averaged over the twelve layers, the true profile has the somewhat smaller $\|Dx\|^2\approx818$ nm⁻⁷, so at $\alpha=0.114$ nm⁷ the real edge would cost about 93 units of $F$. The first estimate, whose twelve layer values are in the numerical output, has $\|Dx\|^2\approx367$ nm⁻⁷ and costs only $0.114\times367\approx42$. Its misfit is 3 above $\Phi_{\min}$, so no nonnegative profile on the same twelve layers can lower the misfit by more than 3. That cannot repay the extra cost of the real edge, so the edge is spread out.

The dose, an integrated quantity, fares better, though it too is biased. The first estimate's layer densities sum to 220.7 nm⁻³; multiplied by 0.5 nm, this is a dose of 110 nm⁻², against a true 100. Over all noise sets the dose is $106\pm4$ nm⁻², where the uncertainty is one standard deviation. The mean fluorine depth is $1.57\pm0.13$ nm against a true 1.31 nm, about 20% too deep. Moving the assumed bottom of the fluorine anywhere from 5 to 10 nm shifts the mean dose by less than 1 nm⁻² and the mean depth by about 0.03 nm; a bottom at 4 nm gives 104 nm⁻² and 1.45 nm.

Most of the improvement over the nonnegative fit comes from smoothing. Dropping the sign constraint at the same $\alpha$ raises the rms error from 5.3 to 5.8 nm⁻³ and gives a negative density somewhere in 27% of cases. Refining the grid to 48 layers, with $\alpha$ and the noise set unchanged, changes the 0.5 nm averages by 0.31 nm⁻³ at most. The grid has ceased to control the noise.

## Against a real etched surface

In fluorocarbon plasma etching, selectivity between silicon dioxide and silicon depends partly on the film through which etchants and ion energy must pass. A few nanometres is a rough typical thickness. A film of 2 g/cm³ with 1.2 fluorine atoms per carbon would hold about 42 fluorine atoms per nm³, close to the chosen 40. Aluminium K-alpha radiation gives F 1s electrons roughly 800 eV, for which 2.5 nm is a plausible attenuation length, not a calibrated one.

That length sets the depth scale. Replacing $\lambda$ by $s\lambda$ and $c(z)$ by $c(z/s)$ leaves $b$ unchanged, as the substitution $z=sz'$ shows, so dose and depth should both grow by $s$. With the opening noise set, assuming a $\lambda$ that is 10% too long raised the recovered dose by 9.5% and the mean depth by 8.2%. The scaling is imperfect because the 6 nm grid was not stretched.

Averaging the normalised signal uniformly over an acceptance of ±5° changes it by at most 0.09%. If the film and reference intensities are averaged separately, at fixed tilt and viewed area, the change reaches about 0.3%. Elastic scattering matters more. Real elastic collisions are frequent at this energy, but most deflect the electron only slightly. A rough model replaces them by fewer, isotropic ones. If these make up one collision in ten and the total free path in the model is 2.5 nm, the best straight-line description has $\lambda=2.59$ nm and leaves errors up to 0.6% of the signal. These are comparable with the noise but do not average away, and their effect on the profile was not computed. Roughness, patchy films, a different $\lambda$ below the interface and fluorine loss under irradiation were not sized. For a film with these parameters, the recovered profile supports a statement about dose and approximate depth, with the biases above, but not about the sharpness of the interface. The numerical output gives all twelve layers.

## Values computed for the example and the checks

```
F density 40 nm^-3; rough film estimate 41.5 nm^-3
edge 2.5 nm, width 0.3 nm, lambda 2.5 nm
F 1s kinetic energy, rough: 799 eV
noise 1 %, 14 angles, 12 layers of 0.5 nm, 150 draws
angle deg: clean / noisy signal nm^-3 (two angles per line)
 0: 24.932 / 24.842   5: 24.986 / 25.287
10: 25.151 / 25.503  15: 25.429 / 25.510
20: 25.824 / 25.931  25: 26.341 / 26.212
30: 26.988 / 26.742  35: 27.775 / 27.524
40: 28.709 / 28.422  45: 29.801 / 30.078
50: 31.057 / 31.039  55: 32.476 / 32.517
60: 34.041 / 33.823  65: 35.702 / 35.314
largest layer-grid signal error 0.235 %
1% modulation limit: w = 3.954, depth factor per period 4.90
unregularised rms noise,  2 layers: 9.029e-01 nm^-3
unregularised rms noise,  3 layers: 1.036e+01 nm^-3
unregularised rms noise,  4 layers: 1.729e+02 nm^-3
unregularised rms noise,  6 layers: 1.661e+05 nm^-3
unregularised rms noise, 12 layers: 1.822e+18 nm^-3
4 layers, sampled rms noise: 1.721e+02 nm^-3
noise-free control error: 1.6e-62 nm^-3
z nm | truth | raw | nonneg only | Tikhonov | mean | sd (nm^-3)
0.25  39.98  9.34e+14    0.00  42.69  42.59  3.19
0.75  39.87 -1.38e+16  123.48  39.22  40.36  2.46
1.25  39.32  9.20e+16   42.49  34.09  35.54  4.40
1.75  36.69 -3.69e+17    0.00  28.39  29.05  2.64
2.25  27.52  9.86e+17    0.00  22.79  22.17  2.03
2.75  12.48 -1.84e+18    0.00  17.67  16.04  2.74
3.25   3.31  2.46e+18    0.00  13.18  11.06  3.18
3.75   0.68 -2.34e+18    0.00   9.41   7.35  2.59
4.25   0.13  1.56e+18    0.00   6.34   4.56  1.99
4.75   0.02 -6.91e+17    0.00   3.93   2.58  1.35
5.25   0.00  1.84e+17    0.00   2.12   1.25  0.81
5.75   0.00 -2.22e+16   76.72   0.83   0.42  0.36
alpha, first draw 1.143e-01, median 1.106e-01 nm^7
mean excess misfit of truth 3.85; allowance 3.0
rms error nm^-3: Tikhonov 5.25, nonneg only 32.85
without sign constraint: rms error 5.81 nm^-3, negative in 27 % of draws
rms bias 4.60, rms scatter 2.54 nm^-3
worst gain per unit scaled noise: raw 6.31e+18, Tikhonov bound 3.66 nm^-3
largest observed fraction of stability bound 0.300
largest change on 48-layer grid 0.31 nm^-3
dose nm^-2: true 100.00, first 110.33, mean 106.49, sd 3.58
mean depth nm: true 1.309, first 1.685, mean 1.566, sd 0.128
lambda +10 %: dose x 1.095, mean depth x 1.082
acceptance +-5 deg: largest signal change 0.09 %
scattering, albedo 0.1: fitted lambda 2.588 nm, remaining error 0.64 %
```
